# One piezoelectric coefficient in monolayer MoS2 and polarisation under uniaxial strain

Stretch a monolayer of MoS$_2$ along the line that joins a molybdenum atom to the projection of a neighbouring sulphur pair. Call this armchair direction $x$, the zigzag direction in the plane $y$, and the normal $z$. In the trigonal-prismatic form of the crystal, each metal atom sees three sulphur pairs, at $0^\circ$, $120^\circ$ and $240^\circ$ from $x$. The reflection $y\to-y$ maps the crystal on itself, and it also preserves a stretch along $x$. The stretched crystal can therefore have no polarisation along $y$. A polarisation along $x$ is allowed, because no symmetry of the stretched crystal reverses $x$: a metal atom has a sulphur pair on its right and none directly opposite.

Now stretch the sheet equally along $x$ and $y$. The threefold axis survives, and no vector in the plane is unchanged by a rotation through $120^\circ$, so the in-plane polarisation vanishes. In linear response this polarisation is the sum of those due to the two stretches. Hence a stretch along $y$ gives the opposite polarisation to an equal stretch along $x$:

$$P_x=e_{11}(\varepsilon_{xx}-\varepsilon_{yy}).$$

Two of the coefficients have become one. The shear response and the strains involving $z$ remain to be treated.

The polarisation $\mathbf P$ is a charge per length, as befits a sheet. It is defined by the charge that flows through the crystal while the strain is applied at zero electric field, starting from the unstrained state. This is the proper piezoelectric response; a dipole merely carried along with the deforming cell does not contribute. The strain $\varepsilon_{ij}$ is the symmetric tensor, so the engineering shear is $\gamma_{xy}=2\varepsilon_{xy}$. The crystal is assumed to be insulating and uniformly strained.

The in-plane quantities are best combined as

$$p=P_x+iP_y,\qquad s=\varepsilon_{xx}+\varepsilon_{yy},\qquad q=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.$$

Rotating the physical state by $\phi$ turns $p$ into $e^{i\phi}p$. To see what happens to $q$, let the principal strains be $\lambda_1$ along the angle $\alpha$ and $\lambda_2$ at right angles to it. Then

$$\varepsilon_{xx}-\varepsilon_{yy}=(\lambda_1-\lambda_2)\cos2\alpha,\qquad 2\varepsilon_{xy}=(\lambda_1-\lambda_2)\sin2\alpha,$$

so $q=(\lambda_1-\lambda_2)e^{2i\alpha}$. The rotation replaces $\alpha$ by $\alpha+\phi$ and thus $q$ by $e^{2i\phi}q$, while $s=\lambda_1+\lambda_2$ is unchanged.

Two polarisation components linear in three strain components need six real numbers. They are contained in three complex ones:

$$p=as+bq+cq^*.$$

If the rotation is a symmetry, the rotated strain must produce the rotated polarisation with the same coefficients:

$$e^{i\phi}(as+bq+cq^*)=as+b\,e^{2i\phi}q+c\,e^{-2i\phi}q^*.$$

This holds for every strain, so the terms can be compared separately. They require $a(e^{i\phi}-1)=0$, $b(e^{i\phi}-e^{2i\phi})=0$ and $c(e^{i\phi}-e^{-2i\phi})=0$. At $\phi=120^\circ$ the first two brackets are nonzero, so $a=b=0$. The third vanishes because $e^{3i\phi}=1$, and $c$ survives. The threefold axis alone thus leaves two real numbers, the real and imaginary parts of $c$.

The mirror $y\to-y$ changes the signs of $P_y$ and $\varepsilon_{xy}$, which means $p\to p^*$ and $q\to q^*$. Symmetry then demands $p^*=cq$, whereas conjugating $p=cq^*$ gives $p^*=c^*q$. Hence $c$ is real. Calling it $e_{11}$,

$$p=e_{11}q^*,$$

or, in components,

$$P_x=e_{11}(\varepsilon_{xx}-\varepsilon_{yy}),\qquad P_y=-2e_{11}\varepsilon_{xy}=-e_{11}\gamma_{xy}.$$

Symmetry fixes neither the size nor the sign of $e_{11}$. Turning the axes by $180^\circ$ reverses the components of $\mathbf P$ but leaves those of the strain unchanged, so the sign of $e_{11}$ has meaning only with a stated direction of $x$.

Strains with $z$ components add no coefficient. The thickness strain $\varepsilon_{zz}$ is unchanged by the threefold rotation, so it cannot produce $p$, for the same reason as $s$. The combination $w=\varepsilon_{xz}+i\varepsilon_{yz}$ acquires the phase $e^{i\phi}$, and the rotation would allow it in $p$. But the horizontal mirror $z\to-z$ reverses $w$ and leaves $p$ alone, so this coupling vanishes. The phase of $w^*$ does not match that of $p$ in any case. Finally, $P_z$ is odd under the horizontal mirror and could couple only to $w$ and $w^*$; the rotation forbids this, since it changes their phases but not $P_z$. Therefore $P_z=0$ to first order.

Two related crystals show which symmetry does what. In a Janus layer, with different chalcogens above and below, the horizontal mirror is lost. Then $p$ may also contain $w$, and $P_z$ may contain $s$ and $\varepsilon_{zz}$, which makes four coefficients in all. In a planar honeycomb of one species there is an additional rotation by $180^\circ$, which reverses $p$ but preserves $q$, and $e_{11}$ must vanish, provided the crystal is an insulator. The model treated below does not reach this case smoothly: as its two sites are made equal the gap closes, and $e_{11}$ tends to a finite value whose sign depends on which site lies lower, not to zero. Counting the invariant tensors from the atomic positions gives one, four and zero coefficients for the three crystals, as the numerical output shows.

Internal displacements do not change the form of the law. When the sheet is strained in its plane, the sublattices may shift relative to one another. The in-plane shift is itself a vector linear in the strain. The threefold axis and the vertical mirror map each sublattice on itself, so this shift too is a real multiple of $q^*$. The clamped-ion and relaxed-ion coefficients differ in value, but each multiplies $q^*$.

Consider now a stretch $\varepsilon$ along $\mathbf n=(\cos\theta,\sin\theta)$, with a strain $-\nu\varepsilon$ along $\mathbf t=(-\sin\theta,\cos\theta)$. The principal strains are $\lambda_1=\varepsilon$ and $\lambda_2=-\nu\varepsilon$, so

$$q=(1+\nu)\varepsilon\,e^{2i\theta},\qquad p=e_{11}(1+\nu)\varepsilon\,e^{-2i\theta}.$$

The real and imaginary parts give the polarisation for an arbitrary orientation:

$$\mathbf P=e_{11}(1+\nu)\varepsilon\,(\cos2\theta,\,-\sin2\theta).$$

Its magnitude is independent of $\theta$. As the stretch axis turns one way, the polarisation turns the other way at twice the rate. In complex form $\mathbf n$ is $e^{i\theta}$ and $\mathbf t$ is $ie^{i\theta}$, so the components along these axes follow from

$$\mathbf P\cdot\mathbf n+i\,\mathbf P\cdot\mathbf t=p\,e^{-i\theta}=e_{11}(1+\nu)\varepsilon\,(\cos3\theta-i\sin3\theta).$$

A stretch along an armchair line gives a purely longitudinal polarisation, whose sign relative to $\mathbf n$ changes between $\theta=0$ and $60^\circ$. A stretch along a zigzag line, at $30^\circ$ or $90^\circ$, gives a purely transverse one. This matters for contacts: the strain brings the charge $\mathbf P\cdot\mathbf m$ per length to an insulating edge with outward normal $\mathbf m$, in addition to any charge already there. It brings none to edges perpendicular to a zigzag stretch. This is the bound charge only. In real MoS$_2$ the zigzag edges, which are the ones charged by an armchair stretch, commonly carry metallic states, and these and any free carriers in the sheet screen it.

The value of $\nu$ depends on how the sheet is held. At fixed width $\nu=0$. A sheet that follows a substrate isotropic in the plane and under uniaxial stress takes the substrate's value. Equal biaxial strain corresponds to $\nu=-1$, and the polarisation vanishes, as found at the start. For a free sheet under uniaxial stress, $\nu$ is a property of the crystal, and it must be shown that it does not depend on $\theta$.

The elastic energy per area is quadratic in $s$ and $q$. At $\phi=120^\circ$ the product $sq$ acquires the phase $e^{2i\phi}\neq1$ and $q^2$ acquires $e^{4i\phi}=e^{i\phi}\neq1$, so these terms and their conjugates are forbidden. What remains is

$$W=\tfrac12\left(Ks^2+G|q|^2\right).$$

Both $s$ and $|q|$ are unchanged by any rotation in the plane, so the linear elasticity is isotropic. For $\varepsilon_{xy}=0$, expanding the squares gives

$$W=\tfrac12(K+G)(\varepsilon_{xx}^2+\varepsilon_{yy}^2)+(K-G)\varepsilon_{xx}\varepsilon_{yy},$$

from which $C_{11}=K+G$ and $C_{12}=K-G$. In axes along $\mathbf n$ and $\mathbf t$ the shear vanishes, and $q$ becomes the real number $q'=(1+\nu)\varepsilon$, while $s=(1-\nu)\varepsilon$. The stresses, in force per length, are the derivatives of $W$ with respect to the two strains:

$$\sigma_{nn}=Ks+Gq'=\sigma,\qquad \sigma_{tt}=Ks-Gq'=0.$$

The second equation gives $K(1-\nu)=G(1+\nu)$, so

$$\nu=\frac{K-G}{K+G}=\frac{C_{12}}{C_{11}}.$$

Subtracting the two equations gives $\sigma=2Gq'=(C_{11}-C_{12})(1+\nu)\varepsilon$. Hence, for every orientation,

$$\mathbf P=\frac{e_{11}\sigma}{C_{11}-C_{12}}(\cos2\theta,\,-\sin2\theta).$$

The elastic constants here are those at zero field with free thickness. For a static stress on a real sheet the sublattices also relax in the plane, so $e_{11}$, $C_{11}$ and $C_{12}$ must all be relaxed-ion values.

A microscopic model shows how the bonds produce this law. Take a planar honeycomb with sites A at energy $+\Delta$ and B at $-\Delta$, which has the same point group D$_{3h}$. It is a model of the symmetry, not a calculation of MoS$_2$. From A, the three neighbours B lie at $d\,\mathbf b_i$, where the unit vectors $\mathbf b_i$ have angles $\alpha_i=0,120^\circ,240^\circ$. The hoppings are $t_i=t\exp[-\beta(\ell_i/d-1)]$ for bond length $\ell_i$, and two electrons per cell fill the lower band. The ions follow the homogeneous strain.

With Bloch phases that include the site positions, the Hamiltonian is

$$H=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\qquad f=\sum_i t_i e^{i\mathbf k\cdot d\mathbf b_i},$$

and the lower energy is $-E$, with $E=\sqrt{\Delta^2+|f|^2}$. The first row of the eigenvalue equation, $\Delta c_A+fc_B=-Ec_A$, gives $c_A=-fc_B/(E+\Delta)$. Normalised, the amplitudes are

$$c_A=-\frac fN,\qquad c_B=\frac{E+\Delta}{N},\qquad N^2=|f|^2+(E+\Delta)^2=2E(E+\Delta),$$

where the last step uses $|f|^2=E^2-\Delta^2$.

The localised function of the band has amplitudes at the sites $\mathbf R$ equal to the zone averages of $e^{i\mathbf k\cdot\mathbf R}c(\mathbf k)$. Taking the position operator as diagonal in the site orbitals, multiplication by $\mathbf R$ is the action of $-i\nabla_{\mathbf k}$ on the exponential. Integration by parts moves it to $i\nabla_{\mathbf k}c$; the boundary terms cancel because the product is periodic in $\mathbf k$. The electron centre, measured from a B site, is therefore the zone average of $c^\dagger i\nabla c$. Normalisation makes the real part of $c^\dagger\nabla c$ vanish, and $c_B$ and $N$ are real, so

$$\mathbf r=\left\langle-\operatorname{Im}(c_A^*\nabla c_A)\right\rangle=-\left\langle\frac{\operatorname{Im}(f^*\nabla f)}{2E(E+\Delta)}\right\rangle.$$

For equal hoppings $\mathbf r=0$ by threefold symmetry. Changing one hopping preserves the mirror containing that bond, so the centre moves along the bond. Let the shift be $-g\,\mathbf b_i$ per unit change of $\ln t_i$, with the same $g$ for all three bonds. A homogeneous strain leaves $\mathbf k\cdot\mathbf R$ unchanged when wavevectors and positions transform together, so only the hoppings alter. To first order $\ell_i/d-1=\mathbf b_i\cdot\varepsilon\cdot\mathbf b_i$, and

$$\delta\mathbf r=-g\sum_i\mathbf b_i\,\delta\ln t_i=g\beta\sum_i\mathbf b_i(\mathbf b_i\cdot\varepsilon\cdot\mathbf b_i).$$

In complex form $\mathbf b_i\cdot\varepsilon\cdot\mathbf b_i=\tfrac12s+\tfrac14(qe^{-2i\alpha_i}+q^*e^{2i\alpha_i})$. Multiplying by $e^{i\alpha_i}$ and summing, the terms in $s$ and $q$ contain $\sum_i e^{\pm i\alpha_i}=0$. The term in $q^*$ contains $\sum_i e^{3i\alpha_i}=3$. The sum is $\tfrac34q^*$: the three bonds select the combination that symmetry demands. Two electrons of charge $-1$ in a cell of area $\Omega$ give $p=-2\,\delta r/\Omega$, where $\delta r$ is the complex form of the shift, and hence

$$e_{11}=-\frac{3g\beta}{2\Omega}.$$

When $t\ll\Delta$, the denominator $2E(E+\Delta)$ tends to $4\Delta^2$. In the zone average of $\operatorname{Im}(f^*\nabla f)$ the products of different bonds oscillate and drop out, leaving $\mathbf r=-\sum_i t_i^2d\,\mathbf b_i/(4\Delta^2)$. Differentiating with respect to $\ln t_i$ gives $g=t^2d/(2\Delta^2)$: the electrons, mostly on B, leak towards A through the stronger bonds.

For a numerical case take $d=3.5$ bohr, $t=0.04$ hartree, $\Delta=0.03$ hartree and $\beta=3$, for which $\Omega=31.83$ bohr$^2$. The zone average gives $g=0.6585$ bohr. The weak-hopping formula would give $3.1$ bohr, so these parameters lie well outside that limit. The coefficient is

$$e_{11}=-\frac{3\times0.6585\times3}{2\times31.83}=-0.0931\ e/\text{bohr}=-2.82\times10^{-10}\ \text{C/m},$$

in agreement with the value obtained by straining the whole lattice. As a check on the smooth gauge, the centre at one strained configuration was also found from a Wilson loop, the phase of the product of overlaps between numerical eigenvectors along closed lines through the zone. The difference is $1.7\times10^{-4}$ of the centre's displacement.

For a stretch of $0.01$ with $\nu=0.25$, the linear amplitude is

$$e_{11}(1+\nu)\varepsilon=-0.0931\times1.25\times0.01=-1.164\times10^{-3}\ e/\text{bohr},$$

or $3.52\times10^{-12}$ C/m in magnitude. At $\theta=15^\circ$ this gives $P_x=-1.164\cos30^\circ=-1.008$ and $P_y=+1.164\sin30^\circ=0.582$, in units of $10^{-3}\,e$/bohr. The stress formula can be illustrated with the same numbers. The agreement is then an identity, since the elastic constants are assumed values chosen to reproduce $\nu$, and the model's $e_{11}$ is a clamped-ion value, which a shift of the sublattices could change by an amount of its own size. With $C_{11}=0.08$ and $C_{12}=0.02$ hartree/bohr$^2$, the ratio is indeed $\nu=0.25$, the tension is $0.06\times1.25\times0.01=7.5\times10^{-4}$ hartree/bohr$^2$, and $e_{11}\sigma/(C_{11}-C_{12})$ returns $-1.164\times10^{-3}\,e$/bohr.

At finite strain the definition of $\mathbf P$ must say which length the charge is divided by, since the choice matters at second order. Here the charge that has crossed a line fixed in the crystal is divided by the present length of that line. The polarisation computed directly in this way is slightly different from the linear value. Its magnitude is $1.139$ at $\theta=0$ and $1.166$ at $30^\circ$, in the same units, which is $2.1\%$ below and $0.2\%$ above the linear value. Doubling the strain from $0.005$ to $0.01$ multiplies the total deviation over six angles by $3.97$, close to the factor 4 of a second-order effect. Symmetry also explains its angular dependence. Among the quadratic terms, only $sq^*$ and $q^2$ have the phase of $p$ at $\phi=120^\circ$, and the mirror makes their coefficients real. For a uniaxial stretch, therefore,

$$p=e^{-2i\theta}\left(A+Ce^{6i\theta}\right)$$

through second order, where $A$ contains the linear term and the one in $sq^*$. The values at $0$ and $30^\circ$ give $A+C=-1.1391$ and $A-C=-1.1660$, so $A=-1.1526$ and $C=0.0135$. At $45^\circ$, where $e^{-2i\theta}=-i$ and $e^{6i\theta}=-i$, this predicts $p=-iA-C$, that is, $P_x=-0.0135$ and $P_y=1.1526$. The direct calculation gives these values. The constant magnitude is thus a property of linear response, and at finite strain it acquires a modulation with a period of $60^\circ$.

The one-coefficient law also depends on the structure. In an insulating layer whose chalcogen atoms are arranged octahedrally, so that it has an inversion centre, $\mathbf P$ is odd and the strain even under inversion, and $e_{11}=0$. Undistorted octahedral MoS$_2$ itself is metallic and lies outside the treatment. A substrate that removes the horizontal mirror but keeps the threefold axis and the vertical mirrors leaves $p=e_{11}q^*$ intact for in-plane strain, but it permits a normal polarisation. A strain gradient is outside the law altogether, since it can polarise the sheet through terms that a uniform strain does not contain.

## Computed results

```
SYMMETRY (number of operations; piezo coefficients)
MX2 layer, D3h: 12; 1
Janus layer MXY: 6; 4
one-species planar honeycomb: 24; 0
in-plane, threefold axis only: 2 coefficients
in-plane, all D3h operations: 1 coefficient
MODEL INPUT
bond length d = 3.5 bohr; cell area = 31.8264 bohr^2
hopping t = 0.04 hartree; Delta = 0.03 hartree
hopping decay beta = 3.0; nu = 0.25; stretch = 0.01
C11 = 0.08, C12 = 0.02 hartree/bohr^2
COEFFICIENT
centre shift per ln t: g = 0.65849 bohr
e11 from strained lattice = -0.09311 e/bohr
e11 from bond formula = -0.09311 e/bohr
e11 = -2.8189e-10 C/m
relative error, smooth gauge vs Wilson loop = 1.7e-04
largest relative error of angular law = 7.7e-07
POLARISATION AT THE GIVEN STRETCH, 1e-3 e/bohr
linear law: angle (deg), P_x, P_y, along stretch, along t
  0   -1.1638    0.0000   -1.1638    0.0000
 15   -1.0079    0.5819   -0.8229    0.8229
 30   -0.5819    1.0079    0.0000    1.1638
 45    0.0000    1.1638    0.8229    0.8229
 60    0.5819    1.0079    1.1638    0.0000
 90    1.1638    0.0000    0.0000   -1.1638
direct finite strain: angle (deg), P_x, P_y, |P|
  0   -1.1391    0.0000    1.1391
 15   -0.9914    0.5879    1.1527
 30   -0.5830    1.0098    1.1660
 45   -0.0135    1.1526    1.1527
 60    0.5696    0.9865    1.1391
 90    1.1660    0.0000    1.1660
linear |P| = 1.1638 1e-3 e/bohr
linear |P| = 3.5237e-12 C/m
deviation ratio on doubling the strain = 3.975
tension for this stretch = 7.5000e-04 hartree/bohr^2
P_x at 0 deg by stress route = -1.1638 1e-3 e/bohr
```
